# Why a more symmetrical isomer often melts higher

Picture a molecule as an arrow that may point in any of $M$ directions, equally spaced around a circle, with $M$ even. In the liquid all $M$ directions are open to it; in the crystal its neighbours allow one. Melting multiplies the number of orientational states by $M$ and contributes $R\ln M$ to the molar entropy of fusion, $R$ being the gas constant.

Now make the two ends of the arrow identical, so that it becomes a rod. Pointing left and pointing right are then the same state, and the liquid offers $M/2$ distinct orientations. The crystal still offers one: the rod fits either way round, but the two ways are indistinguishable. Melting now contributes

$$R\ln\frac{M}{2}=R\ln M-R\ln 2 .$$

The rod gains less entropy on melting. If it needs as much heat to melt as the arrow does, it must be taken to a higher temperature before the entropy pays for that heat.

## The same count for a rigid rotor

A real molecule turns continuously in three dimensions. Let $\sigma$ be its rotational symmetry number: the number of proper rotations, including the identity, that carry the molecule into itself. For a benzene ring with two equal substituents, treated as featureless balls, counting gives $\sigma=2$ for the ortho and meta isomers and $\sigma=4$ for the para isomer.

The classical partition function of a rigid rotor with molar orientational energy $U(\Omega)$ is

$$q=\frac{K(T)}{\sigma}\int d\Omega\; e^{-U(\Omega)/RT}.$$

The integral runs over all orientations, whose total measure is $8\pi^2$. The factor $K(T)$ comes from the angular momenta and contains the moments of inertia. The division by $\sigma$ removes the repeated counting of indistinguishable orientations.

In the liquid no orientation is preferred on average. I set $U=0$ there and assign the effects of short-range order to constants introduced below, which are assumed equal for both isomers. Then

$$q_{\rm liq}=\frac{8\pi^2K}{\sigma}.$$

In an orientationally ordered crystal, $U$ has deep wells. An asymmetrical molecule has one, with Boltzmann integral $w(T)$. A symmetrical molecule has $\sigma$ equivalent wells, because each of its symmetry rotations turns a good fit into an equally good one. Its integral is $\sigma w$, so

$$q_{\rm cr}=\frac{K}{\sigma}\,\sigma w=Kw,\qquad \frac{q_{\rm liq}}{q_{\rm cr}}=\frac{8\pi^2}{\sigma w}.$$

The factor $K$ has cancelled, so the moments of inertia do not matter at this classical level. The number $\sigma$ survives because the crystal gains from having several acceptable orientations, while the liquid accepted all orientations from the start.

Let $h$ and $s$ be the remaining enthalpy and entropy differences between liquid and crystal, constant and common to both isomers. The molar free energy of fusion at fixed pressure is

$$\Delta G=h-Ts-RT\ln\frac{8\pi^2}{\sigma w}.$$

The entropy of fusion is $\Delta S=-d(\Delta G)/dT$. Since $\sigma$ does not depend on temperature,

$$\Delta S=s+R\ln\frac{8\pi^2}{w}-RT\frac{d\ln w}{dT}-R\ln\sigma\equiv\Delta S_1-R\ln\sigma ,$$

where $\Delta S_1$ is the value for $\sigma=1$. For the enthalpy, adding $T\Delta S$ to $\Delta G$ cancels the logarithms and leaves

$$\Delta H=\Delta G+T\Delta S=h-RT^2\frac{d\ln w}{dT},$$

which does not contain $\sigma$. Equal fusion enthalpy is thus consistent with a different symmetry number, provided that the wells and the constant $h$ are the same. For two real isomers that is a premise, not a law.

At the melting point $\Delta G=0$, so $\Delta H=T_m\Delta S$. If $\Delta H$ and $\Delta S_1$ vary little over the temperatures compared,

$$T_m(\sigma)=\frac{\Delta H}{\Delta S_1-R\ln\sigma},\qquad R\ln\sigma<\Delta S_1 .$$

The denominator falls as $\sigma$ rises, so the melting point rises.

## Numbers, and a crystal with explicit wells

Take $\Delta H=12.0$ kJ/mol and $\Delta S_1=56.0$ J/(mol K). With $R\ln2=5.763$ and $R\ln4=11.526$ J/(mol K),

$$T_m(2)=\frac{12000}{56.00-5.76}\ {\rm K}=238.9\ {\rm K},$$

$$T_m(4)=\frac{12000}{56.00-11.53}\ {\rm K}=269.8\ {\rm K}.$$

A molecule with $\sigma=1$ would melt at 214.3 K. Going from $\sigma=2$ to $\sigma=4$ raises the melting point by 31 K.

The wells are equal by symmetry; the assumption that they are separate can be tested with a definite energy. Let $\theta_i$ be the rotation angle away from the $i$th equivalent orientation, and let

$$U=-D\sum_{i=1}^{\sigma}e^{-\kappa(1-\cos\theta_i)},\qquad D=40\ {\rm kJ/mol},\quad \kappa=5 .$$

Numerical integration over all orientations at 240 K gives an entropy of fusion lower by 5.763 J/(mol K) for two wells and by 11.526 J/(mol K) for four, in agreement with $R\ln\sigma$. The enthalpy changes by 5.6 J/mol for four wells, a small trace of their overlap.

The free energies of this model cross at 239.3 K for two wells and 272.3 K for four, slightly above the simple formula. The reason is that its liquid has a heat capacity different from that of its crystal, by $C=-14.5$ J/(mol K). With constant $C$ and a reference isomer $\sigma_0$ that melts at $T_0$ with enthalpy $\Delta H$ and entropy $\Delta S_0$, integrating $C$ and $C/T$ from $T_0$ gives the melting condition

$$\Delta H+C(T-T_0)-T\left[\Delta S_0-R\ln\frac{\sigma}{\sigma_0}+C\ln\frac{T}{T_0}\right]=0 .$$

With $\sigma_0=1$, this condition reproduces both crossings to within 0.5 K. The terms in $C$ add up to $C[T-T_0-T\ln(T/T_0)]$, whose bracket is negative for $T\ne T_0$. A negative $C$ therefore raises $\Delta G$ and the melting point; a positive $C$ lowers them. Taking meta as the reference and a round $C=+30$ J/(mol K), the para value falls from 269.8 to 268.6 K.

## Must the molecule flip in the crystal?

Quantum mechanics gives the same count without any flipping. Consider rotation about one twofold axis, with angular momentum number $m$. A half-turn exchanges identical nuclei, so a nuclear spin state of definite symmetry under that exchange goes with even $m$ or with odd $m$, but not both. In free rotation this keeps half of the states: the computed fraction for even $m$ is 0.50000 at 240 K.

In a crystal with two equivalent wells and a barrier much higher than $kT$, the populated levels come in nearly degenerate pairs, one even and one odd. The same rule keeps one of each pair, which is what a single well would supply. For a barrier of 0.30 eV and a moment of inertia of 90 amu Å$^2$, the even levels alone give 1.00000 times the partition function of a single well, and so do the odd levels. The tunnelling splitting of the lowest pair is about $10^{-99}$ eV, so tunnelling is irrelevant to the result.

Quantum mechanics does add a small correction, because libration in the well has a quantum of 5.3 meV against $kT=20.7$ meV. If all three axes behave alike, the correction computed at 240 K would lower the para melting point by about 0.4 K. The correction varies as $1/T^2$, so at the para melting point itself the shift is nearer 0.3 K. The shift in temperature is then proportional to $1/(T_m\Delta S)=1/\Delta H$, so with the same wells and moment of inertia the meta melting point falls by the same 0.3 K and the gap between the isomers is practically unchanged. The value 90 amu Å$^2$ suits only the long axis of para-xylene; its other two moments are four to five times larger, which would roughly halve the correction. The correction also grows in proportion to the stiffness of the well. The explicit wells of the previous section have a stiffness $\kappa D=200$ kJ/mol per square radian, against $2\times0.30$ eV, or 58 kJ/mol, here; with the same moment of inertia they would give about 1 K.

## What the vapour shows

Suppose that the two liquids have equal vapour pressures $p_{\rm liq}(T)$. This is consistent with different symmetry numbers: gas and liquid both accept all orientations, so $\sigma$ cancels between them and cannot by itself separate the boiling points. The crystal is different. For an ideal vapour,

$$p_{\rm cr}=p_{\rm liq}\,e^{-\Delta G/RT}=\frac{p_{\rm liq}}{\sigma}\,e^{-\Delta H/RT+\Delta S_1/R}.$$

At a given temperature the sublimation pressure falls as $1/\sigma$. With a vaporization enthalpy of 42 kJ/mol, taken as constant, and a boiling point of 412 K, the supercooled liquid has a pressure of 0.0465 Torr at 230 K. For $\sigma=2$, $\Delta G=12000-230\times50.24\approx445$ J/mol, and the crystal pressure is 0.0368 Torr. For $\sigma=4$ it is 0.0184 Torr, half as much.

This matters for a precursor evaporated from a cold source. Under the stated premises, the isomer with the higher symmetry number gives less vapour when both isomers are solid. It is also still solid at 250 K, where the other is liquid. These are numbers of the model. A constant vaporization enthalpy carried over 180 K fixes the absolute pressures only roughly, the factor of two holds only at equal fusion enthalpy, and real meta-xylene, which melts a few kelvin below 230 K, would be liquid in such a source.

## Where the advantage disappears

If the crystal lets its molecules rotate freely, its orientational integral is $8\pi^2$, like that of the liquid. Then $q_{\rm liq}/q_{\rm cr}=1$ for every $\sigma$, and the symmetry term vanishes. The effect needs orientational order in the crystal.

An asymmetrical molecule can also win part of the advantage if it is nearly symmetrical. Let it sit the wrong way round at an energy cost $\varepsilon$. The crystal's partition function is then multiplied by approximately

$$1+\left(\frac{D}{D-\varepsilon}\right)^{3/2}e^{-\varepsilon/RT}.$$

The power $3/2$ arises because the shallower well is softer in three angles, with stiffness proportional to its depth. For $\varepsilon=5$ kJ/mol at 240 K, integration over orientations gives a free-energy gain of 14% of $RT\ln2$. As $\varepsilon\to0$ the factor tends to 2 and the whole gain is recovered, now as orientational disorder. This assumes that the crystal reaches equilibrium between the two orientations.

The most delicate premise is equal enthalpy. Let the para isomer have a fusion enthalpy $\Delta H'$ just low enough to melt at the meta temperature:

$$\Delta H'=T_m(2)\,[\Delta S(2)-R\ln2]=\Delta H-T_m(2)\,R\ln2 .$$

The deficit is $238.9\times5.763$ J/mol, or 1.38 kJ/mol. A difference in packing energy of this modest size cancels the symmetry advantage, so a higher symmetry number does not guarantee a higher melting point.

## The real xylenes

The parameters were chosen in the regime of the xylenes, which can serve as liquid carbon sources for vapour deposition. Rough measured sizes are 17 kJ/mol and 290 K for para-xylene, and 12 kJ/mol and 230 K for meta-xylene. The model's 12 kJ/mol suits meta but is far too low for para. Dividing enthalpy by melting temperature gives fusion entropies of about 59 J/(mol K) for para and 52 J/(mol K) for meta. The para isomer has the larger total fusion entropy, contrary to what the symmetry term alone would give.

The symmetry term is still present, but other differences outweigh it in the total. To estimate its share, keep para-xylene's own enthalpy and the rest of its entropy fixed, and remove its extra $R\ln2$ relative to meta. Its fusion entropy rises to about 64 J/(mol K), and it would melt near

$$\frac{17000}{64.4}\ {\rm K}\approx264\ {\rm K}.$$

On this reckoning symmetry supplies about 26 K of a 60 K gap. The other 34 K comes from the remaining differences in enthalpy and entropy, which this model does not explain. The division depends on what is held fixed, and the rough inputs limit it to an estimate. The model's 31 K is likewise the effect of symmetry at equal enthalpy, not a prediction of the measured gap. The numerical output below lists the values used.

## Table of computed values

```
sigma ortho, meta, para: 2, 2, 4
model fusion enthalpy: 12.0 kJ/mol
model fusion entropy, sigma=1: 56.00 J/(mol K)
R ln 2: 5.763 J/(mol K)
R ln 4: 11.526 J/(mol K)
fusion entropy, sigma=2: 50.24 J/(mol K)
fusion entropy, sigma=4: 44.47 J/(mol K)
melting point, sigma=1: 214.3 K
melting point, sigma=2: 238.9 K
melting point, sigma=4: 269.8 K
para minus meta, model: 31.0 K
-- orientational model --
well depth: 40.0 kJ/mol; sharpness: 5.0
temperature of entropy test: 240.0 K
entropy drop, 2 wells: 5.763 J/(mol K)
entropy drop, 4 wells: 11.526 J/(mol K)
enthalpy change, 4 wells: 5.6 J/mol
heat-capacity difference of model: -14.5 J/(mol K)
free-energy crossing, 2 wells: 239.3 K
free-energy crossing, 4 wells: 272.3 K
-- quantum rotor about one axis --
moment of inertia: 90.0 amu A^2
rotational constant: 0.0232 meV
barrier: 0.30 eV; kT: 20.68 meV
libration quantum: 5.28 meV
free states kept, even m: 0.50000
two-well/one-well sum, even m: 1.00000
two-well/one-well sum, odd m: 1.00000
log10(tunnel splitting / eV): -99.3
quantum shift of melting, 3 axes: -0.38 K
-- vapour --
vaporization enthalpy: 42.0 kJ/mol
boiling point, both isomers: 412.0 K
source temperature: 230.0 K
supercooled liquid pressure: 0.0465 Torr
crystal pressure, sigma=2: 0.0368 Torr
crystal pressure, sigma=4: 0.0184 Torr
-- neglected effects --
assumed heat-capacity difference: 30.0 J/(mol K)
para melting point with it: 268.6 K
enthalpy deficit that cancels gain: 1.38 kJ/mol
misfit energy: 5.0 kJ/mol
share of RT ln 2 won by misfit disorder: 0.141
-- real xylenes, rough inputs --
para: 17 kJ/mol, 290 K
meta: 12 kJ/mol, 230 K
para fusion entropy: 59 J/(mol K)
meta fusion entropy: 52 J/(mol K)
para without its extra R ln 2: 264 K
symmetry part of the gap: 26 K
whole gap: 60 K
```
